# Large-$\mu$ expansion of the short-range correlation functional for the erf interaction, part 2

The electron repulsion $2/r$ is split into $w^{lr}=2\,\mathrm{erf}(\mu r)/r$ and $w^{sr}=2\,\mathrm{erfc}(\mu r)/r$, with pair sums $W$, $W^{lr}$, $W^{sr}$. Units are rydberg and bohr; $T=-\sum_i\nabla_i^2$, $V=\sum_iv(\mathbf r_i)$, $H=T+W+V$. At fixed density $n$, $F$ and $F^\mu$ are the minima of $\langle T+W\rangle$ and $\langle T+W^{lr}\rangle$. Their minimizers $\Psi$, $\Psi^\mu$ are ground states in potentials $v$, $v^\mu$ with energies $E$, $E^\mu$. $E_{Hx}^{sr}$ is $\langle W^{sr}\rangle$ in the Kohn–Sham determinant, whose spin densities are $n_\sigma$.

The pair density $n_2$ is normalized to $N(N-1)$. Integrated over $\mathbf Q=(\mathbf r_1+\mathbf r_2)/2$ and averaged over directions of $\mathbf r=\mathbf r_1-\mathbf r_2$, it gives the intracules $I$, $I^\mu$, $I^{KS}$, equal to $N_2$, $N_2^\mu$, $N_2^{KS}$ at $r=0$.

Assumptions: (A1) $\Psi^\mu$ is non-degenerate within its spin sector, differentiable in $\mu$ and uniformly bounded; (A2) $v^\mu=v+\mu^{-2}v_2+o(\mu^{-2})$; (A3) expansions at fixed $y=\mu r$ (inner) and fixed $r$ (outer) overlap; (A4) the Kohn–Sham orbitals are bounded with finite kinetic energy. The theorem to be proved is

$$\bar E_c^{\,sr,\mu}[n]=\frac{\pi\,(N_2-N_2^{KS})}{\mu^{2}}+\frac{4\sqrt{2\pi}\,N_2}{3\mu^{3}}-\frac{\pi N_2\ln\mu}{4\mu^{4}}+O(\mu^{-4}), \tag{1}$$

$$N_2^\mu=N_2\left[1+\frac{2}{\sqrt\pi\,\mu}-\frac{\ln\mu}{2\mu^2}\right]+O(\mu^{-2}). \tag{4}$$

Already established:

$$\bar E_c^{\,sr,\mu}=E_c-E_c^{lr,\mu}=F-F^\mu-E_{Hx}^{sr}. \tag{2}$$

$$\Big\langle\sum_{i<j}w(r_{ij})\Big\rangle=\frac12\int_0^\infty 4\pi r^2 I(r)\,w(r)\,dr. \tag{3}$$

$$\int_0^\infty\! \mathrm{erfc}\,dy=\frac{1}{\sqrt\pi},\quad \int_0^\infty\! y\,\mathrm{erfc}\,dy=\frac14,\quad \int_0^\infty\! y^2\mathrm{erfc}\,dy=\frac{1}{3\sqrt\pi},\quad \int_0^\infty\! y^3\mathrm{erfc}\,dy=\frac{3}{16},$$

$$\int w^{sr}\,d^3r=\frac{8\pi}{\mu^2}\int_0^\infty y\,\mathrm{erfc}(y)\,dy=\frac{2\pi}{\mu^2}. \tag{5}$$

$$F-F^\mu=\int_\mu^\infty \frac{dF^{t}}{dt}\,dt,\qquad \frac{dF^\mu}{d\mu}=\frac{8\sqrt\pi}{\mu^3}\int_0^\infty y^2e^{-y^2}\,I^\mu(y/\mu)\,dy. \tag{6}$$

Lemma 1: $\langle\Psi|W^{sr}|\Psi\rangle\le F-F^\mu\le\langle\Psi^\mu|W^{sr}|\Psi^\mu\rangle$; hence $E^\mu-E=O(\mu^{-2})$. Lemma 3: $E_{Hx}^{sr}=\pi N_2^{KS}/\mu^2+O(\mu^{-4})$.

Near coalescence, $\mathcal L$ collects all terms of the Schrödinger equation except $-2\nabla_r^2+w^{lr}$:

$$\nabla_y^2\Psi^\mu=\frac1\mu\,\frac{\mathrm{erf}\,y}{y}\,\Psi^\mu+\frac{1}{2\mu^2}\mathcal L\Psi^\mu. \tag{7}$$

$A(\mathbf Q,X)$ is the Coulomb singlet amplitude at $\mathbf r=0$, $X$ the remaining coordinates, and $N_2=N(N-1)\int d^3Q\,dX\,|A|^2$. Lemma 4: the triplet amplitudes are $\mathbf b\cdot\mathbf y/\mu$, and the singlet is $\Psi_S=A\,[1+u_c(y)/\mu+\dots]$, with $c$ still undetermined:

$$y\,u_c(y)=\Big(\frac{y^2}{2}+\frac14\Big)\mathrm{erf}\,y+\frac{y\,e^{-y^2}}{2\sqrt\pi}+c\,y, \tag{8}$$

$$\Psi_S\to A\Big[1+\frac r2+\frac c\mu+\frac{1}{4\mu^2r}\Big]. \tag{9}$$

**Lemma 5 (outer solution).** The outer expansion is $\Psi^\mu=\Psi+\mu^{-2}\Phi_2+o(\mu^{-2})$. Consequently $c=0$.

*Proof.* Suppose that the largest correction is $\epsilon(\mu)\Phi$ with $\epsilon\to0$ and $\epsilon\mu^2\to\infty$, a class that includes $1/\mu$ and $\mu^{-2}\ln\mu$. At fixed nonzero distances $w^{sr}$ is exponentially small, and $v^\mu-v$ and $E^\mu-E$ are $O(\mu^{-2})$, so $(H-E)\Phi=0$ away from the coalescence points. Near $r=0$, $\Phi$ is either regular or behaves as $r^{-l-1}Y_{lm}$. A singular term appears in the inner region as a tail $\epsilon\mu^{l+1}y^{-l-1}$, whose order exceeds $\mu^{l-1}$. Inner terms larger than $1/\mu$ satisfy Laplace's equation, are regular at $y=0$ and have no decaying tail, which excludes $l=0$. A tail with $l\ge1$ would need an inner term larger than order one, which boundedness excludes. Thus $\Phi$ is regular and solves $(H-E)\Phi=0$ everywhere, and non-degeneracy gives $\Phi=\alpha\Psi$. The inner regions occupy a volume fraction of order $\mu^{-3}$, so the norm is $1+2\epsilon\,\mathrm{Re}\,\alpha+O(\epsilon^2)+O(\mu^{-2})$, which forces $\mathrm{Re}\,\alpha=0$, and the phase of $\Psi^\mu$ is chosen so that $\mathrm{Im}\,\alpha=0$. The term $Ac/\mu$ in (9) would have to match the value at $r=0$ of an outer term of order $1/\mu$. There is none, so $c=0$. $\square$

From here on $u$ is the function (8) with $c=0$. For small $y$, $\mathrm{erf}\,y\simeq2y/\sqrt\pi$, so

$$u(0)=\frac14\cdot\frac{2}{\sqrt\pi}+\frac{1}{2\sqrt\pi}=\frac{1}{\sqrt\pi}.$$

The long-range wave function has no cusp, since $u$ is an even analytic function of $y$, and it lies above the Coulomb value at coalescence, as a weaker repulsion requires.

**Lemma 6 (logarithm).** At fixed $y$, $\Psi_S=A\,[1+u(y)/\mu-\ln\mu/(4\mu^2)]+O(\mu^{-2})$.

*Proof.* By (9), the singlet part of $\Phi_2$ behaves as $A/(4r)$ for small $r$. Write its spherical part as $\phi/4$. The outer equation at order $\mu^{-2}$ is $-2\nabla_r^2\Phi_2+2\Phi_2/r+\mathcal L\Phi_2=(\text{bounded terms from } v_2 \text{ and the energy shift})$. Multiplying the spherical part by $2r$ gives $(r\phi)''=\phi+\tfrac12 r\mathcal L\phi+O(r)$. With $\phi\simeq A/r$ the first term on the right is $A/r$ and the second is of order one. Since $(r\ln r)''=1/r$, two integrations give $r\phi=A+A\,r\ln r+Br+\dots$, in which the terms not shown vanish faster than $r$, so

$$\Phi_2=\frac14\Big[\frac Ar+A\ln r+B\Big]+o(1).$$

The amplitude $B(\mathbf Q,X)$ depends on the whole system and is independent of $\mu$. The logarithm comes from the Coulomb repulsion acting on the $1/r$ wave.

In the inner region the spherical part $\psi_2$ of the term of order $\mu^{-2}$ satisfies, by (7), $(y\psi_2)''=A\,\mathrm{erf}(y)\,u(y)+\tfrac12y\,\mathcal LA$. For large $y$, $\mathrm{erf}(y)u(y)=y/2+1/(4y)$ up to exponentially small terms. Let $\psi_2^p$ be the solution with $\psi_2^p(0)=0$, which does not depend on $\mu$. Two integrations give

$$\psi_2^p\to\frac{(A+\mathcal LA)\,y^2}{12}+\frac A4\ln y+\beta+\frac{\beta'}{y},$$

with $\beta$ and $\beta'$ independent of $y$ and $\mu$. The general regular solution is $\psi_2=\psi_2^p+C$. The $y^2$ term matches the $r^2$ term of $\Psi$, and the $1/y$ term matches an outer term of order $\mu^{-3}$. The remaining terms are $\mu^{-2}[\tfrac A4\ln r+\tfrac A4\ln\mu+\beta+C]$, because $\ln y=\ln r+\ln\mu$. They must equal $\mu^{-2}[\tfrac A4\ln r+\tfrac B4]$, since Lemma 5 forbids an outer term of order $\mu^{-2}\ln\mu$. The coefficients of $\ln r$ agree without adjustment, and the constants give $C=-\tfrac A4\ln\mu+\tfrac B4-\beta$. The non-spherical part at this order is an $l=2$ harmonic without a logarithm. $\square$

**Lemma 7 (intracule).** At fixed $y$,

$$I^\mu(y/\mu)=N_2\Big[1+\frac{2u(y)}{\mu}-\frac{\ln\mu}{2\mu^2}\Big]+O(\mu^{-2}). \tag{10}$$

*Proof.* Squaring the result of Lemma 6 gives $|\Psi_S|^2=|A|^2[1+2u/\mu-\ln\mu/(2\mu^2)]+O(\mu^{-2})$, in which $u^2/\mu^2$ belongs to the remainder. The bracket is independent of $\mathbf Q$ and $X$, so the integration turns $|A|^2$ into $N_2$. The triplet amplitudes add $|\mathbf b\cdot\mathbf y|^2/\mu^2$. The local expansion fails when a nucleus or another coalescence point lies within $1/\mu$. These configurations fill a fraction $O(\mu^{-3})$ of the integration volume, and the wave function is bounded in them. At a distance $d\gg1/\mu$ from such a point the coefficient of $\mu^{-2}$ grows like the Coulomb terms in $\mathcal L$, that is as $1/d$, which is integrable in three dimensions. $\square$

Setting $y=0$ in (10) and using $u(0)=1/\sqrt\pi$ proves (4).

**Lemma 8 (moment of $u$).** $J=\int_0^\infty y^2e^{-y^2}u(y)\,dy=\dfrac{1}{2\sqrt2}$.

*Proof.* Let $G_0=\int_0^\infty e^{-2y^2}dy=\tfrac12\sqrt{\pi/2}$, so that $G_0/\sqrt\pi=1/(2\sqrt2)$. An integration by parts with $ye^{-2y^2}=-\tfrac14(e^{-2y^2})'$ gives $G_2=\int_0^\infty y^2e^{-2y^2}dy=G_0/4$. By (8), $J=\tfrac12J_3+\tfrac14J_1+G_2/(2\sqrt\pi)$ with $J_k=\int_0^\infty y^ke^{-y^2}\mathrm{erf}\,y\,dy$. The antiderivatives of $ye^{-y^2}$ and $y^3e^{-y^2}$ are $-\tfrac12e^{-y^2}$ and $-\tfrac12(y^2+1)e^{-y^2}$. The boundary terms vanish because $\mathrm{erf}\,0=0$, and $\mathrm{erf}'=(2/\sqrt\pi)e^{-y^2}$, so $J_1=G_0/\sqrt\pi$ and $J_3=(G_2+G_0)/\sqrt\pi=\tfrac54G_0/\sqrt\pi$. The sum is

$$J=\frac{G_0}{\sqrt\pi}\Big(\frac58+\frac14+\frac18\Big)=\frac{G_0}{\sqrt\pi}=\frac{1}{2\sqrt2}.\qquad\square$$

## Proof of the theorem

Insert (10) into (6). The remainder in (10) grows at most as a power of $y$, which the Gaussian makes integrable. With $\int y^2e^{-y^2}dy=\sqrt\pi/4$ the constant terms carry the factor $8\sqrt\pi\cdot\sqrt\pi/4=2\pi$, and the term in $u$ carries $8\sqrt\pi\cdot2J=8\sqrt\pi/\sqrt2=4\sqrt{2\pi}$. Hence

$$\frac{dF^\mu}{d\mu}=\frac{2\pi N_2}{\mu^3}+\frac{4\sqrt{2\pi}\,N_2}{\mu^4}-\frac{\pi N_2\ln\mu}{\mu^5}+O(\mu^{-5}).$$

The integrals from $\mu$ to infinity are $\int t^{-3}dt=1/(2\mu^2)$, $\int t^{-4}dt=1/(3\mu^3)$ and, by parts, $\int t^{-5}\ln t\,dt=\ln\mu/(4\mu^4)+1/(16\mu^4)$. Therefore

$$F-F^\mu=\frac{\pi N_2}{\mu^2}+\frac{4\sqrt{2\pi}\,N_2}{3\mu^3}-\frac{\pi N_2\ln\mu}{4\mu^4}+O(\mu^{-4}). \tag{11}$$

Subtracting $E_{Hx}^{sr}$ from Lemma 3, as (2) prescribes, changes only the $\mu^{-2}$ coefficient and the remainder, and gives (1). $\square$

## Remarks

*The factor $\sqrt2$.* First-order perturbation theory in $W^{sr}$ uses the Coulomb intracule, which is $I(r)=N_2(1+r)+O(r^2)$ by squaring the cusp $1+r/2$. Equation (3) and the moments above (5) give

$$\langle\Psi|W^{sr}|\Psi\rangle=4\pi\int_0^\infty r\,\mathrm{erfc}(\mu r)\,I(r)\,dr=\frac{\pi N_2}{\mu^2}+\frac{4\sqrt\pi\,N_2}{3\mu^3}+O(\mu^{-4}). \tag{12}$$

The $\mu^{-2}$ term agrees with (11), and the $\mu^{-3}$ coefficient is smaller by the factor $\sqrt2$, in line with the lower bound of Lemma 1. The difference $4\sqrt\pi(\sqrt2-1)N_2/(3\mu^3)$ is by definition the effect of the change from $\Psi$ to $\Psi^\mu$. A perturbation of strength $\mu^{-2}$ might be expected to act at order $\mu^{-4}$ in second order, but inside the core the wave function changes by $A[u(y)-y/2]/\mu$, the regularized form of the tail $A/(4\mu^2r)$ at $r\sim1/\mu$, and this change is of order $1/\mu$. Multiplied by the strength $\mu^{-2}$ it contributes at $\mu^{-3}$.

*Form with the model on-top density.* A calculation with the long-range interaction yields $N_2^\mu$. Inverting (4) gives $N_2=N_2^\mu[1-2/(\sqrt\pi\mu)]+O(\mu^{-2}\ln\mu)$, and the $\mu^{-2}$ term of (1) then contributes $-2\sqrt\pi N_2^\mu/\mu^3$. The result is

$$\bar E_c^{\,sr,\mu}=\frac{\pi(N_2^\mu-N_2^{KS})}{\mu^2}+\frac{2\sqrt\pi\,(2\sqrt2-3)\,N_2^\mu}{3\mu^3}+O(\mu^{-4}\ln\mu),$$

whose $\mu^{-3}$ coefficient is negative. The sign and size of that coefficient depend on which on-top density stands in the leading term.

*Strong and weak correlation.* If correlation drives $N_2$ towards zero, the leading term of (1) tends to $-\pi N_2^{KS}/\mu^2$ and cancels the leading term of $E_{Hx}^{sr}$, because electrons that never meet do not feel a contact interaction. In the opposite limit, take the scaled density $\lambda^3n(\lambda\mathbf r)$ with large $\lambda$ and a non-degenerate Kohn–Sham system. Kinetic energies scale as $\lambda^2$ and the interaction as $\lambda$, so $(N_2-N_2^{KS})/N_2^{KS}$ is of order $1/\lambda$, and the ratio of the second term of (1) to the first is of order $\lambda/\mu$. The expansion thus needs $1/\mu$ small compared with the length on which the density varies. The bohr, which sets the cusp, gives a further condition: in (11) the ratio of the second term to the first is $4\sqrt{2\pi}/(3\pi\mu)=1.06/\mu$, so the second term is the smaller one for $\mu>1.06$ bohr$^{-1}$ and is a small correction only when $1/\mu$ is small compared with the bohr. In (1) the magnitude of this ratio is multiplied by $N_2/|N_2-N_2^{KS}|$, so the condition carries over when $N_2$ is not small compared with $|N_2-N_2^{KS}|$. It drops out when correlation keeps $I^\mu(r)$ far below $N_2^{KS}$ over $r\lesssim1/\mu$, because $F-F^\mu$ is then negligible in (2) and $\bar E_c^{\,sr,\mu}\simeq-E_{Hx}^{sr}$. For atomic cores the condition on the density length is the stricter one.

*Full spin polarization.* Every pair is then a triplet, $A=0$ and $n_\downarrow=0$, so $N_2=N_2^{KS}=0$ and all three terms of (1) vanish. The intracule starts at $r^2$, and (6) gives $dF^\mu/d\mu\propto\mu^{-5}$ and $F-F^\mu\propto\mu^{-4}$.

*Other attenuations.* For $w^{lr}=2f(\mu r)/r$ with $f\to1$ rapidly, the inner equation is $(yu)''=f$. One integration gives $(yu)'=u(0)+y-\int_0^y(1-f)\,dt$, and the condition $c=0$ requires the constant to vanish at large $y$, so $u(0)=\int_0^\infty(1-f)\,dt$. For $f=\mathrm{erf}$ this is $1/\sqrt\pi$ again. The numerical coefficients in (1) and (4) belong to the erf shape and to three dimensions.

*Degeneracy.* If the ground state is degenerate within its spin sector, Lemma 5 fails at the step $\Phi=\alpha\Psi$, because $\Phi$ may be another member of the degenerate level, and the theorem makes no statement.

## The density constraint

**Lemma 9.** Let $E^\mu[v]$ be the ground-state energy of $T+W^{lr}+V$ with the physical potential $v$. Then $E[v]-E^\mu[v]=F-F^\mu+g$ with $g\ge0$ and $g=O(\mu^{-4})$.

*Proof.* Define $G(v')=E^\mu[v']-\int v'n$. Using $\Psi^\mu$ as a trial state for the potential $v'$ gives $E^\mu[v']\le F^\mu+\int v'n$, so $G(v')\le F^\mu$, with equality at $v'=v^\mu$; this is Lieb's maximization. From $E[v]=F+\int vn$ and $E^\mu[v]=G(v)+\int vn$ follows $E[v]-E^\mu[v]=F-G(v)=F-F^\mu+g$ with $g=F^\mu-G(v)\ge0$. The first functional derivative of $G$ at $v^\mu$ is the ground-state density minus $n$, which is zero, and the second is the static density response $\chi$. With $\delta v=v-v^\mu$, $g=-\tfrac12\iint\delta v\,\chi\,\delta v+\dots$, and (A2) makes this $O(\mu^{-4})$ without a logarithm at that order. $\square$

The three terms of (11) can therefore be read from energy differences at fixed external potential. Such a difference is an upper bound to $F-F^\mu$ and differs from it at order $\mu^{-4}$.

Energy differences of this smallness are computed without cancellation from an identity. If $H_0\chi_0=E\chi_0$ and $(H_0-w^{sr})\chi^\mu=E^\mu\chi^\mu$, then projecting the second equation on $\chi_0$ and letting $H_0$ act to the left gives

$$E-E^\mu=\frac{\langle\chi_0|w^{sr}|\chi^\mu\rangle}{\langle\chi_0|\chi^\mu\rangle}. \tag{13}$$

Under the stated assumptions, (1) and (4) have been derived, and energy differences at fixed external potential have been shown to differ from $F-F^\mu$ only at order $\mu^{-4}$. What remains is to test the results numerically for two electrons on a 3-sphere and for Hooke's atom.
